# Hutson-White Acoustic Relaxation in a Piezoelectric Semiconductor

## The physical question

A sound wave in a piezoelectric crystal carries an electric field. In an insulator this field opposes the deformation and stiffens the crystal. In a semiconductor, mobile electrons flow towards the minima of their potential energy and screen the field. If they have time to do so, the extra stiffness disappears; if they follow with a delay, the wave loses energy. Diffusion, meanwhile, drives the electrons out of the bunches that the field creates. We want the resulting complex modulus, the attenuation and velocity of the wave, and the conditions under which the full piezoelectric stiffness returns.

## Geometry and field equations

Consider a hexagonal crystal of class 6mm. A shear wave travels along $x$, perpendicular to the polar axis $z$, with displacement $u$ along $z$. Its strain $S=\partial u/\partial x$ produces electric polarization along $x$ only, so the problem is one-dimensional. With $T$ the shear stress, $E$ the field and $D$ the electric displacement along $x$,

$$T=cS-eE,\qquad D=eS+\varepsilon E. \tag{1}$$

Here $c$ is the stiffness at constant field, $\varepsilon$ the permittivity at constant strain, and $e$ the piezoelectric constant.

The electrons have charge $-q$, mobility $\mu$, diffusivity $D_n$ and density $n=n_0+n_1$, where $n_0$ is neutralized by a fixed background. They are nondegenerate, so $D_n=\mu k_BT_0/q$ at temperature $T_0$. There is no applied drift field and, for now, no trapping. We also assume that an electron scatters many times during one period and within one wavelength, so that a local drift-diffusion current applies:

$$J=q\mu nE+qD_n\frac{\partial n}{\partial x}. \tag{2}$$

The diffusion term is positive because negative particles moving down their density gradient carry current up it. For a weak wave we drop the product $n_1E$ and write $\sigma=qn_0\mu$:

$$J=\sigma E+qD_n\frac{\partial n_1}{\partial x},\qquad \frac{\partial D}{\partial x}=-qn_1 . \tag{3}$$

Charge conservation is $-q\,\partial n_1/\partial t+\partial J/\partial x=0$. Replacing $-qn_1$ by $\partial D/\partial x$ gives

$$\frac{\partial}{\partial x}\left(\frac{\partial D}{\partial t}+J\right)=0. \tag{4}$$

All wave quantities vary as $\exp[i(kx-\omega t)]$, so $\partial_x\to ik$ and $\partial_t\to-i\omega$. Since $k\neq0$, the bracket in (4) vanishes. The conduction and displacement currents cancel, and

$$J=i\omega D. \tag{5}$$

## The complex modulus

Gauss's law in (3) gives $n_1=-ikD/q$. The diffusion current is therefore $qD_n(ik)(-ikD/q)=D_nk^2D$, and (5) becomes

$$\sigma E+D_nk^2D=i\omega D
\quad\Rightarrow\quad
D=-\frac{\sigma E}{D_nk^2-i\omega}. \tag{6}$$

Equate this to $D=eS+\varepsilon E$ and collect the terms in $E$:

$$\varepsilon E\left[1+\frac{\omega_c}{D_nk^2-i\omega}\right]=-eS,\qquad \omega_c=\frac{\sigma}{\varepsilon}. \tag{7}$$

The quantity $\omega_c$ is the dielectric relaxation rate. Solving for $E$,

$$E=-\frac{e}{\varepsilon}F S,\qquad
F(\omega,k)=\frac{D_nk^2-i\omega}{\omega_c+D_nk^2-i\omega}. \tag{8}$$

Without carriers $F=1$, so $F$ is the fraction of the piezoelectric field that survives screening. Inserting (8) into $T=cS-eE$ gives $T=c'S$ with

$$c'(\omega,k)=c\,[1+K^2F],\qquad K^2=\frac{e^2}{c\,\varepsilon}. \tag{9}$$

The imaginary part of $c'$ must have the sign of a loss. The mean power absorbed per volume is $\tfrac12\mathrm{Re}[T(-i\omega S)^*]=-\tfrac12\omega|S|^2\,\mathrm{Im}\,c'$, so a passive medium needs $\mathrm{Im}\,c'\le0$ in this convention. Equation (15) below confirms it.

## Relaxation after a strain step

The anelastic content of (9) is clearest at fixed wavelength. Let a strain $S\cos kx$ be applied suddenly at $t=0$ and then held. The amplitudes obey $\partial D/\partial t=-J=-\sigma E-D_nk^2D$. With $E=(D-eS)/\varepsilon$ this is

$$\frac{dD}{dt}=-\frac{D}{\tau_k}+\omega_c eS,\qquad
\frac1{\tau_k}=\omega_c+D_nk^2=\omega_c(1+k^2\lambda_D^2), \tag{10}$$

where $\lambda_D=\sqrt{D_n/\omega_c}$ is the Debye length. Just after the step no charge has moved, so $D(0)=0$. Because $\omega_c\tau_k=1/(1+k^2\lambda_D^2)$, the solution is $D=eS(1-e^{-t/\tau_k})/(1+k^2\lambda_D^2)$. From $T=cS+(e^2/\varepsilon)S-(e/\varepsilon)D$,

$$\frac{T(t)}{cS}=1+K^2\left[1-\frac{1-e^{-t/\tau_k}}{1+k^2\lambda_D^2}\right]. \tag{11}$$

The stress starts from the stiffened value $c(1+K^2)S$ and decays with a single time. Its final modulus is $c[1+K^2k^2\lambda_D^2/(1+k^2\lambda_D^2)]$, not $c$. Diffusion thus has two effects: it shortens the relaxation time, and it leaves screening incomplete, because in equilibrium a residual field must balance the diffusion current.

The nonlinear equations (2) and (4), with Gauss's law, were also solved numerically for a strain amplitude of $10^{-8}$ and the parameters of the example below. For travelling strains at 20, 78.5 and 300 MHz, the computed $F$ differs from (8) by at most $1.5\times10^{-8}$. For strain steps at $k\lambda_D=0.5$, 1 and 2, the bracket in (11) is reproduced within $10^{-4}$ at $t=0.5\tau_k$ and $2\tau_k$.

## Dispersion, attenuation and velocity

With mass density $\rho$, the equation of motion $\rho\,\partial^2u/\partial t^2=\partial T/\partial x$ gives $\rho\omega^2=k^2c'$. Multiplying by the denominator of $F$,

$$\rho\omega^2(\omega_c+D_nk^2-i\omega)=ck^2\left[\omega_c+(1+K^2)(D_nk^2-i\omega)\right].$$

Ordered by powers of $k^2$, this is

$$c(1+K^2)D_nk^4+\left[c\omega_c-i\omega c(1+K^2)-\rho\omega^2D_n\right]k^2-\rho\omega^2(\omega_c-i\omega)=0. \tag{12}$$

For $K^2=0$ it factorizes into $(ck^2-\rho\omega^2)(D_nk^2+\omega_c-i\omega)=0$. One root is ordinary sound with $v_0=\sqrt{c/\rho}$. The other is a screening mode with $k^2=-(\omega_c-i\omega)/D_n$, which at low frequency decays over the Debye length. Piezoelectricity couples the two.

For weak coupling we expand the acoustic root:

$$k=\frac{\omega}{v_0}(1+K^2F)^{-1/2}=\frac{\omega}{v_0}\left[1-\frac{K^2}{2}F+O(K^4)\right]. \tag{13}$$

Inside $F$ we may set $k=\omega/v_0$, since the error in $F$ is of order $K^2$ and its effect on $k$ of order $K^4$. Then

$$D_nk^2=\frac{\omega^2}{\omega_D}\equiv a,\qquad \omega_D=\frac{v_0^2}{D_n},\qquad b\equiv\omega_c+a. \tag{14}$$

To separate real and imaginary parts, multiply numerator and denominator of $F$ by $b+i\omega$. The numerator is $(a-i\omega)(b+i\omega)=ab+\omega^2+i\omega(a-b)$, and $a-b=-\omega_c$. Also $ab=b^2-\omega_cb$. Hence

$$\mathrm{Re}\,F=1-\frac{\omega_cb}{b^2+\omega^2},\qquad
-\mathrm{Im}\,F=\frac{\omega\omega_c}{b^2+\omega^2}. \tag{15}$$

The wave amplitude decays as $e^{-\alpha x}$ with $\alpha=\mathrm{Im}\,k=-(K^2\omega/2v_0)\,\mathrm{Im}\,F$. Dividing numerator and denominator by $\omega^2$ yields the Hutson-White attenuation,

$$\alpha=\frac{K^2\omega_c}{2v_0}\,
\frac{1}{1+\left(\dfrac{\omega_c}{\omega}+\dfrac{\omega}{\omega_D}\right)^2}. \tag{16}$$

The phase velocity $v=\omega/\mathrm{Re}\,k$ is, to the same order,

$$v=v_0\left[1+\frac{K^2}{2}\left(1-\frac{\omega_cb}{b^2+\omega^2}\right)\right]. \tag{17}$$

The intensity, being quadratic in the amplitude, decays at the rate $2\alpha$.

## Where the loss is greatest

**Against frequency.** The sum $\omega_c/\omega+\omega/\omega_D$ is smallest where its derivative $-\omega_c/\omega^2+1/\omega_D$ vanishes. There both terms equal $\sqrt{\omega_c/\omega_D}$, so

$$\omega_{\rm pk}^2=\omega_c\omega_D,\qquad
\alpha_{\rm pk}=\frac{K^2\omega_c}{2v_0(1+4\omega_c/\omega_D)}. \tag{18}$$

Since $\omega_c\omega_D=v_0^2/\lambda_D^2$, this is the condition $k\lambda_D=1$. If $\omega_c\ll\omega_D$, the sum is small throughout $\omega_c\ll\omega\ll\omega_D$, and the maximum is a broad plateau near $K^2\omega_c/2v_0$.

This is a maximum of loss per length. The loss angle, approximately $-K^2\,\mathrm{Im}\,F$, peaks elsewhere. With diffusion negligible it is $K^2\omega\omega_c/(\omega^2+\omega_c^2)$, a Debye peak of height $K^2/2$ at $\omega=\omega_c$. Above that peak the loss per cycle falls as $1/\omega$ while the number of cycles per length grows as $\omega$; their product is the plateau.

**Against conductivity.** Now hold $\omega$, $\mu$ and temperature fixed and vary $n_0$, hence $\omega_c$. From (15), $\alpha=K^2\omega^2/(2v_0g)$ with

$$g=\frac{(\omega_c+a)^2+\omega^2}{\omega_c}=\omega_c+2a+\frac{a^2+\omega^2}{\omega_c}. \tag{19}$$

Setting $dg/d\omega_c=0$ gives $\omega_c^2=a^2+\omega^2$, at which $g=2(\omega_c+a)$. Thus

$$\omega_c=\omega\sqrt{1+\frac{\omega^2}{\omega_D^2}},\qquad
\alpha_{\max}=\frac{K^2\omega^2}{4v_0(\omega_c+\omega^2/\omega_D)}. \tag{20}$$

With too few carriers little current flows; with too many, the field that drives it is screened away.

## The soft and stiffened limits

When $\omega\ll\omega_c$ and $k\lambda_D\ll1$, $b\approx\omega_c$ and (15) gives

$$\mathrm{Re}\,F\approx\frac{\omega^2}{\omega_c^2}+\frac{\omega^2}{\omega_c\omega_D},\qquad
\alpha\approx\frac{K^2\omega^2}{2v_0\omega_c}. \tag{21}$$

Screening is nearly complete, the velocity tends to $v_0$, and the loss vanishes as $\omega^2$.

For the opposite limit, subtract (8) from unity:

$$|1-F|=\frac{\omega_c}{\sqrt{b^2+\omega^2}}
=\frac{1}{\sqrt{(1+k^2\lambda_D^2)^2+(\omega/\omega_c)^2}}. \tag{22}$$

This is small if either $\omega\gg\omega_c$ or $k\lambda_D\gg1$, and not otherwise. In the first case the carriers have no time to move. In the second they respond, but diffusion prevents them from forming bunches as short as the wavelength. In both cases $F\to1$, and (9) gives, without expansion in $K^2$,

$$c_\infty=c(1+K^2),\qquad v_\infty=v_0\sqrt{1+K^2}. \tag{23}$$

This stiffened modulus is the stiffness at constant $D$: with $D=0$, (1) gives $E=-eS/\varepsilon$ and $T=(c+e^2/\varepsilon)S$.

Diffusion changes the high-frequency behaviour of the attenuation. If $D_n\to0$, then $\omega_D\to\infty$ and (16) tends to the plateau $K^2\omega_c/2v_0$ at high frequency. With diffusion, once $\omega\gg\omega_D$ and $\omega^2\gg\omega_c\omega_D$,

$$\alpha\approx\frac{K^2\omega_c\omega_D^2}{2v_0\omega^2}. \tag{24}$$

## Example: photoconducting cadmium sulphide

The following parameters are rough typical values for CdS at 300 K: $c=15$ GPa, $\rho=4.8$ g/cm³, $e=21$ µC/cm², relative permittivity 9 and $\mu=300$ cm²/Vs. Illumination can set the carrier density; we take $n_0=10^{12}$ cm⁻³. In SI units $\varepsilon=7.97\times10^{-11}$ F/m, so

$$K^2=\frac{(0.21)^2}{(15\times10^9)(7.97\times10^{-11})}=0.0369.$$

The conductivity is $4.81\times10^{-5}$ S/cm and the diffusivity 7.76 cm²/s. With $v_0=1768$ m/s,

$$\omega_c=\frac{4.81\times10^{-3}}{7.97\times10^{-11}}=6.03\times10^7\ \mathrm{s^{-1}},\qquad
\omega_D=\frac{(1768)^2}{7.76\times10^{-4}}=4.03\times10^9\ \mathrm{s^{-1}}.$$

As ordinary frequencies these are 9.6 and 641 MHz. The Debye length is 3.59 µm. By the first-order result (18), the attenuation peak lies at $\sqrt{9.60\times641.3}\approx78.5$ MHz, where $\tau_k=1/(2\omega_c)=8.3$ ns. Its height from (18) is

$$\alpha_{\rm pk}=\frac{0.0369\times6.03\times10^7}{2\times1768\times(1+4\times0.0150)}\approx594\ \mathrm{m^{-1}}=5.94\ \mathrm{Np/cm}=51.6\ \mathrm{dB/cm}.$$

The table gives $F$ from (15), and $\alpha$ and $v$ from the acoustic root without expansion in $K^2$.

| Frequency (MHz) | Re $F$ | −Im $F$ | $\alpha$ (dB/cm) | $v$ (m/s) |
|---:|---:|---:|---:|---:|
| 10 | 0.520 | 0.492 | 27.2 | 1784.9 |
| 78.5 | 0.972 | 0.115 | 49.0 | 1799.2 |
| 300 | 0.987 | 0.026 | 42.0 | 1799.7 |
| 1000 | 0.996 | 0.003 | 15.7 | 1799.9 |

At 10 MHz, close to $\omega_c$, half of the stiffening has developed and the loss angle is near its maximum, about $0.0369\times0.492=0.018$. At the attenuation peak the velocity is already close to $v_\infty=1800.1$ m/s. At 1 GHz the attenuation has fallen far below the diffusion-free plateau of 54.7 dB/cm. The stiffened modulus is 15.55 GPa.

At the peak the unexpanded attenuation is 4.9% below formula (16), relative to the formula. The next term in (13) is $\tfrac38K^4F^2$, which changes $\mathrm{Im}\,k$ by the relative amount $-\tfrac32K^2\mathrm{Re}\,F\approx-5.4\%$. Higher terms and the shift of $k$ inside $F$ make up the difference.

At fixed frequency, a higher carrier density can raise the loss strongly. At 300 MHz, (20) gives the strongest loss at $3.45\times10^{13}$ cm⁻³, with about 540 dB/cm from the first-order formula, against 43.7 dB/cm at $10^{12}$ cm⁻³.

The diffusive route to stiffening appears at higher density. Take $n_0=10^{15}$ cm⁻³ and 8.64 GHz, which is $0.9\,\omega_c$, with the other parameters unchanged. The real part of $(\rho\omega^2/k^2c-1)/K^2$ is then 0.92. If the diffusivity alone is reduced a thousandfold, it drops to 0.45. In this model diffusion therefore supplies about half of the recovered stiffening at this frequency. Here $k$ times the electron mean free path is 0.27, so (2) is used nearer the edge of its range; a relaxation-time kinetic model leaves $\mathrm{Re}\,F$ unchanged to three digits and raises $-\mathrm{Im}\,F$ by about 5%. A cubic Debye length now holds only about 1.5 electrons, so the smooth mean-field description of screening is also less secure than at $10^{12}$ cm⁻³. The larger limitation in a real crystal is the lattice: the rough estimate given below, with a Grüneisen constant of 1, suggests that its damping would far exceed the electronic loss at this frequency, and phonon relaxation would add a stiffening of its own. That estimate is itself near the edge of its range here, since $\omega\tau_{\rm ph}\approx0.6$ for a heat capacity of 1.7 J/(cm³ K). The example therefore isolates the electronic mechanism and does not predict the total modulus.

## Validity and comparison with real crystals

**Amplitude.** Equations (1) and (8) give $D=eS(1-F)$. With $|n_1|=k|D|/q$ and $\omega_c=qn_0\mu/\varepsilon$, the relative bunching is

$$\frac{|n_1|}{n_0}=\frac{ke\mu|S|}{\varepsilon|\omega_c+D_nk^2-i\omega|}. \tag{25}$$

At the peak frequency a strain of $10^{-7}$ gives 0.43%. Bunching reaches 10% at a strain of $2.3\times10^{-6}$. The nonlinear numerical solution there, with zero mean field, raises the loss at the driving frequency by 0.16% relative to linear theory. The correction depends on the electrical boundary condition: with zero mean current, as in an open-circuited crystal, a mean field builds up to cancel the drag of electrons along the wave, and the loss falls by about 0.28% instead. At strain $10^{-7}$ the field is 2.6 V/cm, negligible beside a breakdown scale of roughly 1 MV/cm.

**Carrier model.** For an effective mass of 0.2 electron masses, the scattering time $\tau$ is 34 fs and the mean free path 8.9 nm. At 1 GHz, $\omega\tau=2\times10^{-4}$ and $k$ times the path is 0.03. Degeneracy changes $D_n/\mu$ by a relative $2\times10^{-7}$. A cubic Debye length holds about 46 electrons, so the smooth density $n_1$ is to be understood as an average over a wide wavefront.

**Traps.** Suppose that part of the space charge is trapped and exchanges with the free electrons much faster than the wave oscillates. If a fraction $f$ of $n_1$ remains free, the diffusion current in (3) becomes $qD_nf\,\partial n_1/\partial x$, while Gauss's law still contains all of $n_1$. At fixed $\sigma$ the linear results then hold with $D_n\to fD_n$, or $\omega_D\to\omega_D/f$. In (25), $n_1$ is then the total space charge, of which only the fraction $f$ is free. For $f=0.5$ at 300 MHz, (16) rises from 43.7 to 51.1 dB/cm, by 17%. Traps as slow as the wave need their own rate equation and are not covered.

**Lattice damping.** The crystal also absorbs sound through its thermal phonons. A strain shifts phonon frequencies by relative amounts of order $\gamma S$, with $\gamma$ a Grüneisen constant, and so spreads the mode temperatures by $\delta T\sim\gamma T_0S$. For heat capacity $C$ per volume, the free-energy cost $C\,\delta T^2/2T_0$ corresponds to a modulus defect $\gamma^2CT_0$. It relaxes in a phonon time $\tau_{\rm ph}\approx3\kappa/(Cv_0^2)$, where $\kappa$ is the thermal conductivity. When this is short compared with the wave period, $\omega\tau_{\rm ph}\ll1$, the relaxation loss is $\alpha=(\omega/2v_0)(\text{defect}/\rho v_0^2)(\omega\tau_{\rm ph})$, hence

$$\alpha_{\rm lat}\sim\frac{3\gamma^2\kappa T_0\omega^2}{2\rho v_0^5}. \tag{26}$$

With $\gamma=1$ and $\kappa=20$ W/(m K), the ratio of this loss to (16) is about 0.04 at the peak, 0.8 at 300 MHz and 24 at 1 GHz. These are order-of-magnitude figures, since $\gamma$ enters squared and $\tau_{\rm ph}$ was estimated with the slow shear velocity $v_0$. A phonon velocity averaged over shear and longitudinal branches lowers the ratio at 1 GHz to between about 9 and 18, depending on the average taken.

For a real photoconducting CdS crystal, the chosen constants are of the right size, while the carrier density depends strongly on light and preparation. Near the peak, fast traps change the loss little at fixed $\sigma$: $f$ enters (16) only through $\omega/\omega_D$, which is 0.12 there, so even $f\to0$ raises (16) by only about 4%. Towards 1 GHz, lattice damping may exceed the electronic loss, by a factor that depends on $\gamma^2$, and (16) should then be read as the electronic part of the attenuation, not the total. The numerical output lists the remaining values.

## Table of computed values

```
INPUTS (rough typical CdS values)
temperature 300 K; stiffness 15.0 GPa
mass density 4.80 g/cm3
piezoelectric constant 21.0 uC/cm2
relative permittivity 9.0
mobility 300 cm2/Vs
electron density 1.0e+12 cm^-3
effective mass ratio 0.20
thermal conductivity 20 W/(m K)
Gruneisen constant 1.0
DERIVED
K2 = 0.03689
conductivity 4.807e-05 S/cm
diffusivity 7.756 cm2/s
wc = 6.0317e+07 rad/s; wc/2pi = 9.600 MHz
wD = 4.0293e+09 rad/s; wD/2pi = 641.29 MHz
Debye length 3.586 um
v0 = 1767.77 m/s; stiffened v = 1800.08 m/s
stiffened modulus 15.553 GPa
relaxation time at k*Debye=1: 8.290 ns
peak frequency 78.46 MHz
peak attenuation, formula: 5.939 Np/cm = 51.58 dB/cm
FREQUENCY TABLE: f; Re F; -Im F; attenuation formula, full; v full
10.0 MHz; 0.5202; 0.4919; 28.01, 27.23 dB/cm; 1784.86 m/s
78.5 MHz; 0.9718; 0.1154; 51.58, 49.04 dB/cm; 1799.20 m/s
300.0 MHz; 0.9872; 0.0256; 43.74, 42.01 dB/cm; 1799.68 m/s
1000.0 MHz; 0.9956; 0.0028; 15.79, 15.73 dB/cm; 1799.94 m/s
plateau without diffusion 54.67 dB/cm
300 MHz: best density 3.450e+13 cm^-3, attenuation 543.5 dB/cm
density 1.0e+15 cm^-3 at 8.64 GHz = 0.9 wc:
  stiffened fraction 0.922; diffusivity/1000: 0.448
CHECKS AND NEGLECTED EFFECTS
largest |F simulated - F formula| 1.5e-08
formula overestimates peak attenuation by 4.92 %
strain 1e-07 at peak: bunching 0.434 %
  field 2.579 V/cm; field/(1 MV/cm) 2.6e-06
strain for 10 % bunching 2.30e-06; loss change there 0.164 %
degeneracy correction to D/mobility 1.6e-07
scattering time 34.1 fs; mean free path 8.91 nm
at 1 GHz: w*tau 2.1e-04; k*path 0.032
at 8.64 GHz: k*path 0.274
electrons per cubic Debye length 46.1
fast traps, f = 0.5, 300 MHz: 51.06 dB/cm
lattice damping, order of magnitude only:
  78.5 MHz: 2.3 dB/cm; ratio to electronic 0.044
  300.0 MHz: 34 dB/cm; ratio to electronic 0.77
  1000.0 MHz: 3.7e+02 dB/cm; ratio to electronic 24
```
